# Image stabilisation of a core hole in silica near silicon

## Problem

X-ray photoemission from an oxidised silicon wafer leaves a core hole, of charge $+e$, on an atom in the oxide. Treat silica and silicon as uniform media that meet at a flat, abrupt interface. Their relative electronic permittivities are $\varepsilon_1=2.1$ for silica and $\varepsilon_2=12$ for silicon. The hole lies in the silica at a distance $d$ from the interface.

(a) Find the energy $W(d)$ of the hole relative to the same hole deep in silica. In which direction does it move the measured binding energy, and why are electronic permittivities the right ones?

(b) Evaluate $W$ for $d=0.5$ nm.

(c) The oxide is a film of thickness $t=4$ nm with vacuum outside. By how much do the energies of a hole at $0.5$ nm and a hole at mid-film differ?

(d) Silicon cannot screen over arbitrarily short distances. Estimate the effect on (b) with the wave-vector-dependent permittivity
$$\varepsilon(k)=1+\left[\frac{1}{\varepsilon_2-1}+\frac{k^2}{q^2}\right]^{-1},$$
where $q$ is the Thomas–Fermi wave number of the silicon valence electrons.

(e) Compare the result with the other effects expected at a real interface.

## Solution

### (a) The image energy

Let silica fill $z>0$ and silicon $z<0$, with the hole on the axis at $z=d$. The potential obeys $-\nabla\cdot(\varepsilon\nabla\phi)=(e/\varepsilon_0)\,\delta^3$. A Fourier transform along the interface, with wave number $Q$, gives
$$-\frac{d}{dz}\left(\varepsilon\frac{d\phi_Q}{dz}\right)+\varepsilon Q^2\phi_Q=\frac{e}{\varepsilon_0}\,\delta(z-d).$$

In silica alone the solution is $A\,e^{-Q|z-d|}$. Its slope jumps by $-2QA$ at the hole, and the equation requires a jump of $-e/(\varepsilon_0\varepsilon_1)$, so $A=e/(2\varepsilon_0\varepsilon_1Q)$. With silicon present, a reflected and a transmitted part appear:
$$\phi_Q=A\left[e^{-Q|z-d|}+r\,e^{-Q(z+d)}\right]\ (z>0),\qquad \phi_Q=A\,\tau\,e^{Q(z-d)}\ (z<0).$$

At $z=0$ continuity of $\phi_Q$ gives $1+r=\tau$, and continuity of $\varepsilon\,d\phi_Q/dz$ gives $\varepsilon_1(1-r)=\varepsilon_2\tau$. Eliminating $\tau$,
$$\varepsilon_1(1-r)=\varepsilon_2(1+r)\quad\Rightarrow\quad r=\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}.$$

The reflected part is the potential induced by the interface. At the hole it is
$$\phi_{\rm ind}=\int_0^\infty\frac{Q\,dQ}{2\pi}\,\frac{e\,r\,e^{-2Qd}}{2\varepsilon_0\varepsilon_1Q}=\frac{e\,r}{4\pi\varepsilon_0\varepsilon_1}\int_0^\infty e^{-2Qd}\,dQ=\frac{e\,r}{8\pi\varepsilon_0\varepsilon_1d}.$$
This is the potential of an image charge $re$ at distance $2d$.

The induced potential is proportional to the charge that causes it. If the hole is charged gradually, with charge $\lambda e$ at some stage, the next portion $e\,d\lambda$ meets the potential $\lambda\phi_{\rm ind}$. Hence
$$W=\int_0^1 e\lambda\phi_{\rm ind}\,d\lambda=\tfrac12e\phi_{\rm ind},$$
$$\boxed{W(d)=-\frac{e^2}{16\pi\varepsilon_0\varepsilon_1d}\;\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_2+\varepsilon_1}}$$

The self-energy in uniform silica does not depend on $d$ and has dropped out with the choice of reference.

The force gives the same factor one half. The image at distance $2d$ exerts
$$F=\frac{e^2r}{4\pi\varepsilon_0\varepsilon_1(2d)^2}=\frac{e^2r}{16\pi\varepsilon_0\varepsilon_1d^2},$$
and $-\int_\infty^dF(z)\,dz=e^2r/(16\pi\varepsilon_0\varepsilon_1d)=W$.

For $\varepsilon_2>\varepsilon_1$ the energy is negative. It vanishes for equal permittivities, and for $\varepsilon_2\to\infty$ it tends to the ideal-metal value $-e^2/(16\pi\varepsilon_0\varepsilon_1d)$.

**Binding energy.** The binding energy is the energy of the final state, with the hole, minus that of the initial state. The image lowers the final state, so the binding energy falls by $|W|$ and the photoelectron's kinetic energy rises by $|W|$.

**Choice of permittivity.** Represent one polarisation mode by an oscillator of quantum $\hbar\omega$ that the hole displaces:
$$H=\hbar\omega\,b^\dagger b+g(b+b^\dagger)=\hbar\omega\left(b^\dagger+\frac{g}{\hbar\omega}\right)\left(b+\frac{g}{\hbar\omega}\right)-\frac{g^2}{\hbar\omega}.$$
The relaxed state lies at $-g^2/\hbar\omega$. If the hole appears suddenly, the oscillator starts in its old ground state $|0\rangle$, and the mean energy of the whole spectrum is $\langle0|H|0\rangle=0$, the unrelaxed value.

A fast mode puts its excited states far from the main line, which then shows the full relaxation. A slow mode leaves them inside the line width, so the centroid of the line stays unrelaxed. The free-electron plasmon energy of the silicon valence electrons is $\hbar\omega_p=16.6$ eV. A hole outside the silicon excites the interface mode instead, where the silicon permittivity equals $-\varepsilon_1$. With the one-oscillator form $\varepsilon(\omega)=1+\omega_p^2/(\omega_0^2-\omega^2)$ and $\varepsilon(0)=\varepsilon_2$, this mode lies at $\hbar\omega_p\sqrt{1/(\varepsilon_2-1)+1/(\varepsilon_1+1)}\approx11$ eV if silica keeps the value 2.1. Silica's own dispersion lowers it somewhat, but it stays far above a line width of roughly 1 eV. In silica, electronic excitations start near the band gap, roughly 9 eV, which is also far above the line width. Lattice quanta there are of order 0.1 eV. The electrons therefore count as relaxed and the ions as frozen. Electronic excitations just above the silicon gap are less well separated from the line, and the model neglects their blending with it.

### (b) The number

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the ideal-metal value is
$$-\frac{1.440\ \text{eV nm}}{4\times2.1\times0.5\ \text{nm}}=-0.343\ \text{eV}.$$
The reflection factor is $(12-2.1)/(12+2.1)=9.9/14.1=0.702$, so
$$W=-0.343\ \text{eV}\times0.702=-0.24\ \text{eV}.$$

In this model the hole is stabilised by about 0.24 eV. A finite-difference solution of the layered equation in (a), which assumes no image charge, gives $-0.2407$ eV, equal to the formula to four decimals. It also gives a force of $-0.4815$ eV/nm; multiplied by $d$, as the $1/d^2$ law requires, this is again $-0.2407$ eV.

The shift falls slowly with depth, to 0.12 eV at 1 nm and 0.06 eV at 2 nm.

### (c) A 4 nm film

The vacuum surface at $z=t$ also reflects. By the argument of (a), with vacuum in place of silicon, its factor is $s=(\varepsilon_1-1)/(\varepsilon_1+1)=1.1/3.1=0.355$. It is positive, so this image repels the hole. In the film write
$$\phi_Q=A\left[e^{-Q|z-d|}+\alpha e^{-Qz}+\beta e^{-Q(t-z)}\right].$$
Each reflected amplitude is the reflection factor times everything that arrives at that surface:
$$\alpha=r\left(e^{-Qd}+\beta e^{-Qt}\right),\qquad\beta=s\left(e^{-Q(t-d)}+\alpha e^{-Qt}\right).$$
Substituting each equation into the other gives
$$\alpha=\frac{r e^{-Qd}+rs\,e^{-Q(2t-d)}}{1-rs\,e^{-2Qt}},\qquad\beta=\frac{s e^{-Q(t-d)}+rs\,e^{-Q(t+d)}}{1-rs\,e^{-2Qt}}.$$
The induced part at the hole is $A(\alpha e^{-Qd}+\beta e^{-Q(t-d)})$. Integrating over $Q$ and taking half, as before,
$$W=\frac{e^2}{8\pi\varepsilon_0\varepsilon_1}\int_0^\infty\frac{r e^{-2Qd}+s e^{-2Q(t-d)}+2rs\,e^{-2Qt}}{1-rs\,e^{-2Qt}}\,dQ.$$
For $t\to\infty$ only the first term survives, and (a) returns.

Numerical integration gives $-0.238$ eV at $d=0.5$ nm and $-0.047$ eV at mid-film, $d=2$ nm. The finite-difference solution for the same film agrees with both. The hole near silicon is thus lower by **0.19 eV**. A comparison within the film can reveal only such a difference, since the film has no region deep in silica. The value here is for local silicon; the short-range screening of (d) makes it smaller.

Without the vacuum surface the difference would be $0.241-0.060=0.181$ eV. The direct vacuum image adds to it, because it raises the mid-film hole, 2 nm from the surface, more than the other, 3.5 nm away:
$$\frac{1.440\times0.355}{4\times2.1}\left(\frac1{2}-\frac1{3.5}\right)\text{eV}=0.013\ \text{eV}.$$
Multiple reflections take back about 0.002 eV.

### (d) Short-range screening in silicon

The given $\varepsilon(k)$ corresponds to a polarisation $\mathbf P$ that obeys
$$\left[\frac1{\varepsilon_2-1}-\frac{\nabla^2}{q^2}\right]\mathbf P=\varepsilon_0\mathbf E.$$
The permittivity fixes only the curl-free part of $\mathbf P$, so take $\mathbf P$ curl-free; this excludes a third, divergence-free solution of the vector equation, which has no potential but would carry displacement. For a given $Q$, two kinds of potential then decay into silicon.

1. $\phi=a\,e^{Qz}$ has $\nabla^2\phi=0$. The response is local: $\mathbf P=(\varepsilon_2-1)\varepsilon_0\mathbf E$.
2. $\phi=b\,e^{\gamma z}$ carries polarisation charge but no free charge, so it needs $\mathbf D=0$, that is $\mathbf P=-\varepsilon_0\mathbf E$. With $\nabla^2\to\gamma^2-Q^2\equiv\kappa^2$, the equation for $\mathbf P$ requires
$$\frac1{\varepsilon_2-1}-\frac{\kappa^2}{q^2}=-1\quad\Rightarrow\quad\kappa^2=\frac{q^2\varepsilon_2}{\varepsilon_2-1},\qquad\gamma=\sqrt{Q^2+\kappa^2}.$$

As an additional boundary condition, let the normal polarisation vanish at the surface. Since $E_z=-d\phi/dz$,
$$-(\varepsilon_2-1)Qa+\gamma b=0\quad\Rightarrow\quad b=(\varepsilon_2-1)\frac{Q}{\gamma}\,a.$$
The surface potential is $a+b$, while only the first mode carries displacement, $D_z=-\varepsilon_0\varepsilon_2Qa$. A local medium of permittivity $\varepsilon_s$ would have $D_z=-\varepsilon_0\varepsilon_sQ\phi$. Comparing the two,
$$\frac1{\varepsilon_s(Q)}=\frac{a+b}{\varepsilon_2a}=\frac1{\varepsilon_2}+\left(1-\frac1{\varepsilon_2}\right)\frac{Q}{\sqrt{Q^2+\kappa^2}}.$$
Silica sees silicon through this ratio alone, so $\varepsilon_s(Q)$ replaces $\varepsilon_2$ in the reflection factor:
$$W=-\frac{e^2}{8\pi\varepsilon_0\varepsilon_1}\int_0^\infty\frac{\varepsilon_s(Q)-\varepsilon_1}{\varepsilon_s(Q)+\varepsilon_1}\,e^{-2Qd}\,dQ.$$

Silicon has 32 valence electrons in a cubic cell of edge 0.543 nm, a density $n=199.9$ nm$^{-3}$. With $k_F=(3\pi^2n)^{1/3}$ and the Bohr radius $a_0$, $q=\sqrt{4k_F/(\pi a_0)}=20.9$ nm$^{-1}$, and $\kappa=21.8$ nm$^{-1}$.

The screening length $1/\kappa$ is only about 0.05 nm, yet the effect is not small. The factor $e^{-2Qd}$ selects wave numbers around $1/(2d)=1$ nm$^{-1}$, where
$$\frac1{\varepsilon_s}=0.083+0.917\times0.046=0.125,\qquad\varepsilon_s\approx8.0.$$
The second term, 0.042, is small beside 1 but half as large as $1/\varepsilon_2$, so it lowers the effective permittivity by a third. The integral gives $W=-0.20$ eV, a stabilisation 0.04 eV, or 16%, weaker than the local result.

This size rests on the additional boundary condition. If the normal derivative of the normal polarisation vanished instead, $b$ would carry a further factor $Q/\gamma$, and the stabilisation would weaken by only about 0.004 eV. If both components of $\mathbf P$ vanished at the surface, which requires the third solution, it would weaken by about 0.05 eV. The estimate also treats silica as local, which leaves out a further weakening of about 0.01 eV at this depth.

For $d\gg\varepsilon_2/\kappa$ the correction fades. For $d$ near $1/\kappa$ the estimate fails.

### (e) Reading the result at a real interface

The permittivities are typical: 2.1 is close to the square of silica's refractive index, and 12 is close to silicon's usual value. A real interface is not perfectly abrupt. A transition region a few tenths of a nanometre thick contains partly oxidised silicon, so $d$ itself is uncertain. In the local model, moving the effective plane by 0.1 nm either way changes the stabilisation from 0.24 eV to 0.30 or 0.20 eV. A layer 0.3 nm thick over which the permittivity is graded from 12 to 2.1 gives 0.24 to 0.28 eV if centred on the nominal plane, 0.18 to 0.21 eV if it lies on the silicon side, and 0.35 to 0.45 eV if it lies on the oxide side, the range depending on whether $1/\varepsilon$ or $\varepsilon$ varies linearly.

Other effects, each taken alone at $d=0.5$ nm, are as follows.

- **Ions.** If the silica ions followed the hole, a static permittivity of roughly 3.9 would replace 2.1, and the position-dependent energy would be only $-0.094$ eV. By the argument in (a), the line centroid does not show this value.
- **Free carriers.** Linear screening with Debye length $1/k_D$ makes the potential in silicon decay as $e^{\gamma_Dz}$, with $\gamma_D=\sqrt{Q^2+k_D^2}$, so $\varepsilon_s=\varepsilon_2\gamma_D/Q$. For $10^{17}$ cm$^{-3}$ at 300 K the length is 13 nm, and the stabilisation would grow by 6 meV. This is only a rough size: near the hole the potential energy of a carrier far exceeds $k_BT$, and a half-sphere of radius 13 nm in the silicon holds on average less than one carrier, so linear screening is not justified in detail. The carrier plasmon energy, about 7 meV, lies well inside the line width, so even this shift should not appear in the centroid.
- **Oxide field.** A field of 1 MV/cm, or 0.1 V/nm, shifts the level by 0.05 eV over 0.5 nm, with a sign set by the field direction. This is an initial-state shift, and it adds to $W$. Between 0.5 nm and mid-film in (c), the same field gives 0.15 eV, which is comparable with the image difference found there.

The image term is also small beside the chemical shift of roughly 4 eV between the Si 2p lines of silica and silicon. It matters when oxide core levels serve to fix a band offset to within 0.1 or 0.2 eV: the result then depends on which depths contribute to the line, and on whether the valence hole used as reference relaxes by the same amount.

The local continuum answer is therefore 0.24 eV. Short-range screening, with the boundary condition chosen in (d), lowers it to about 0.20 eV. The uncertain position and profile of the interface can lower the shift by several hundredths of an electronvolt or raise it by a tenth or more, and an oxide field of 1 MV/cm moves the level by 0.05 eV over 0.5 nm. For a real interface, about 0.2 eV is a fair statement of size when $d$ is measured from the middle of the transition region; it is not a bound. The main computed values are listed in the numerical output.

## Values computed for the example and the checks

```
silica electronic permittivity: 2.1
silicon electronic permittivity: 12.0
hole distance d: 0.50 nm
e^2/(4 pi eps0): 1.4400 eV nm
reflection factor: 0.7021
image charge / e: -0.7021
ideal-metal energy: -0.3428 eV
induced potential at hole: -0.4814 V
image energy W, formula: -0.2407 eV
image energy W, finite differences: -0.2407 eV
force on hole, finite differences: -0.4815 eV/nm
force times d: -0.2407 eV
oscillator energy / interaction: 0.5000
W at 0.4 nm: -0.3009 eV
W at 0.6 nm: -0.2006 eV
W at 1.0 nm: -0.1204 eV
W at 2.0 nm: -0.0602 eV
oxide film thickness: 4.0 nm
film energy at d: -0.2382 eV
film energy at d, finite differences: -0.2382 eV
film energy at mid-film: -0.0467 eV
film energy at mid-film, finite differences: -0.0467 eV
film energy, d minus mid-film: -0.1916 eV
silicon cubic cell edge: 0.543 nm
silicon valence density: 199.9 nm^-3
Thomas-Fermi wave number q: 20.86 nm^-1
kappa: 21.79 nm^-1
nonlocal surface permittivity at Q=1/nm: 7.98
W with nonlocal silicon: -0.2025 eV
change from nonlocal silicon: 0.0383 eV
static silica permittivity: 3.9
W if silica ions followed: -0.0940 eV
carrier density: 1.0e+17 cm^-3
temperature: 300 K
carrier Debye length: 13.09 nm
W if carriers followed: -0.2470 eV
change if carriers followed: -6.27 meV
valence plasmon energy: 16.60 eV
carrier effective mass / electron mass: 0.26
carrier plasmon energy: 6.65 meV
oxide field: 1.0 MV/cm
field shift over d: 0.0500 eV
```
